# Linear Conductance from the Landauer Formula and Its Thermal Width

A calculation of the conductance of a small conductor usually delivers a transmission curve, and one must then decide whether to read off its value at the chemical potential or to average it over energy. If it is to be averaged, one must also know over what range and with what weight. The answer depends on how the transmission varies on the scale of the thermal energy. The weight turns out to be symmetric about the chemical potential, so a straight slope averages to the local value; curvature and finer structure are what make a difference. The relevant weight is minus the energy derivative of the Fermi function, a bell-shaped curve whose full width at half maximum is $3.53\,kT$. A transmission that hardly changes over several $kT$ may be read off at one energy, unless it is so small there that much larger values further out, reached by the tails of the weight, contribute noticeably to the average. A resonance narrower than this may not, and the error can then be a factor of ten, as an example below shows.

The starting point is the Landauer expression for the current between two reservoirs, left and right,

$$
I=\frac{2e}{h}\int_{-\infty}^{\infty}\mathcal T(E)\,\bigl[f_L(E)-f_R(E)\bigr]\,dE .
\tag{1}
$$

Here $\mathcal T(E)$ is the transmission summed over the channels of one spin direction, and the factor 2 counts the two spins. The script letter distinguishes it from the temperature $T$, which appears in the product $kT$ with Boltzmann's constant. The expression holds for electrons that cross the conductor coherently, without exchanging energy there, and whose interactions enter at most through an average potential. Each reservoir is in equilibrium, and both have the same temperature:

$$
f_{L,R}(E)=\frac{1}{e^{(E-\mu_{L,R})/kT}+1},\qquad \mu_L-\mu_R=eV .
$$

The elementary charge $e$ is positive, so an electron carries $-e$. With $V>0$ the left reservoir has the higher electrochemical potential, and electrons flow from left to right. The current $I$ is counted positive in that case; the conventional electric current then runs from right to left. This choice makes $I$ and $V$ have the same sign and the conductance positive.

The linear conductance is the slope of $I$ against $V$ at zero bias. To find it, one needs the difference of the two Fermi functions when $\mu_L$ and $\mu_R$ are close together. Both are the same function $f(E;\mu)$ taken at two values of $\mu$, so their difference is the integral of its derivative with respect to $\mu$:

$$
f_L(E)-f_R(E)=\int_{\mu_R}^{\mu_L}\frac{\partial f(E;\mu')}{\partial\mu'}\,d\mu' .
$$

The energy and the chemical potential enter $f$ through the difference $E-\mu'$ alone. Raising $\mu'$ therefore has the same effect as lowering $E$, which gives $\partial f/\partial\mu'=-\partial f/\partial E$, and

$$
f_L(E)-f_R(E)=\int_{\mu_R}^{\mu_L}\left(-\frac{\partial f(E;\mu')}{\partial E}\right)d\mu' .
\tag{2}
$$

No approximation has been made so far. The minus sign matters: $f$ falls with energy, so $-\partial f/\partial E$ is positive, as a weight should be.

Suppose first that the transmission does not depend on the bias. Insert (2) into (1) and carry out the energy integral first. The order may be exchanged because $\mathcal T$ is bounded and non-negative and the weight is integrable. The result is

$$
I=\frac{1}{e}\int_{\mu_R}^{\mu_L}G(\mu')\,d\mu',
\tag{3}
$$

with

$$
G(\mu)=\frac{2e^2}{h}\int_{-\infty}^{\infty}\mathcal T(E)\left(-\frac{\partial f(E;\mu)}{\partial E}\right)dE .
\tag{4}
$$

The prefactor $2e/h$ of the current has been written as $(1/e)(2e^2/h)$, so that $G$ has the dimension of a conductance. The integration window in (3) has width $eV$. Dividing by $V$ gives

$$
\frac{I}{V}=\frac{1}{eV}\int_{\mu_R}^{\mu_L}G(\mu')\,d\mu' ,
$$

which is the mean of $G$ over the window. The function $G(\mu)$ is continuous even if $\mathcal T(E)$ has jumps, because in (4) a change of $\mu$ shifts the smooth weight and leaves $\mathcal T$ alone. When the window shrinks to a point $\mu$, the mean therefore tends to $G(\mu)$. Hence (4) is the linear conductance. It does not matter whether the bias raises $\mu_L$, lowers $\mu_R$ or does some of each, since in all cases the window closes on the same point.

In a real conductor the applied voltage also changes the potential inside, so that the transmission becomes $\mathcal T(E,V)$. Split it into its zero-bias value and the change $\delta\mathcal T=\mathcal T(E,V)-\mathcal T(E,0)$. The change contributes to $I/V$ the amount

$$
\frac{2e}{h}\int_{-\infty}^{\infty}\delta\mathcal T(E,V)\,\frac{f_L(E)-f_R(E)}{V}\,dE .
$$

By (2), the quotient in the integrand tends to $e(-\partial f/\partial E)$, which is finite. The factor $\delta\mathcal T$ tends to zero if the transmission is continuous in $V$. The contribution therefore vanishes as $V\to0$: the Fermi functions already supply one power of the bias, and any change of transmission multiplies it by something small. Linear conductance thus requires the transmission of the unbiased conductor, whereas the current at finite bias may require $\mathcal T(E,V)$.

The weight in (4) can now be written explicitly. With $x=(E-\mu)/kT$, the Fermi function is $f=1/(e^x+1)$, and the chain rule supplies a factor $dx/dE=1/kT$:

$$
-\frac{\partial f}{\partial E}=\frac{1}{kT}\,\frac{e^x}{(e^x+1)^2}.
$$

Taking $e^{x/2}$ out of the bracket gives $e^x+1=e^{x/2}(e^{x/2}+e^{-x/2})=2e^{x/2}\cosh(x/2)$. Its square is $4e^x\cosh^2(x/2)$, and the factor $e^x$ cancels:

$$
-\frac{\partial f}{\partial E}=K(E-\mu),\qquad
K(\varepsilon)=\frac{1}{4kT\cosh^2(\varepsilon/2kT)} .
\tag{5}
$$

The hyperbolic cosine is even, so $K(E-\mu)=K(\mu-E)$, and (4) becomes

$$
G(\mu)=\frac{2e^2}{h}\int_{-\infty}^{\infty}\mathcal T(E)\,K(\mu-E)\,dE .
\tag{6}
$$

This is a convolution: the conductance as a function of chemical potential is the transmission curve smeared with the kernel $K$. The picture assumes that $\mathcal T(E)$ stays fixed while $\mu$ is varied. If instead a gate shifts the whole curve $\mathcal T(E)$ rigidly at fixed $\mu$, the same conductance curve results, mirrored when it is plotted against the upward shift, because only the position of $\mu$ relative to the transmission curve enters. A rigid shift of the conductor's levels has this effect when the broadening and the level shift caused by the reservoirs do not depend on energy in the range concerned.

The area under the kernel is the total drop of the Fermi function,

$$
\int_{-\infty}^{\infty}\left(-\frac{\partial f}{\partial E}\right)dE=f(-\infty)-f(\infty)=1-0=1 ,
$$

so (6) is a true weighted average. A transmission independent of energy gives $G=(2e^2/h)\mathcal T$ at any temperature. Within this model, warming the reservoirs changes the conductance by sampling different energies, and where the transmission is the same at all of them nothing changes. A temperature dependence of $\mathcal T$ itself, for instance through vibrations of the atoms, would be a separate effect.

As $kT\to0$ the kernel becomes narrow and high at fixed area. If $\mathcal T$ is continuous at $\mu$, the average then tends to the local value,

$$
G(\mu)\to\frac{2e^2}{h}\,\mathcal T(\mu).
$$

The opposite extreme is a transmission that jumps from 0 to 1 at an energy $E_0$, an idealized channel opening. Equation (4) then integrates the derivative of $f$ from $E_0$ upwards and gives $G=(2e^2/h)f(E_0;\mu)$. The sharp step in transmission has become a smooth rise in conductance, and at $\mu=E_0$ the conductance is half of $2e^2/h$ at any non-zero temperature.

The width of the kernel follows from (5). Its maximum lies at $\varepsilon=0$, where the hyperbolic cosine has its smallest value, 1, so that $K(0)=1/(4kT)$. At half this height, with $x=\varepsilon/kT$,

$$
\cosh^2\frac{x}{2}=2 .
$$

The identity $\cosh x=2\cosh^2(x/2)-1$ turns this into $\cosh x=3$, that is, $e^x+e^{-x}=6$. Multiplying by $u=e^x$ gives a quadratic equation,

$$
u^2-6u+1=0,\qquad u=3\pm\sqrt{9-1}=3\pm2\sqrt2 .
$$

The product of the two roots is 1, so their logarithms are equal and opposite: $x=\pm\ln(3+2\sqrt2)=\pm1.7627$. The distance between the two half-maximum points is therefore

$$
\Delta E_{\rm FWHM}=2\ln(3+2\sqrt2)\,kT=3.5255\,kT\approx3.53\,kT .
\tag{7}
$$

The words "at half maximum" are needed, because the kernel is positive at all energies and has no edge. The weight between $-X$ and $X$ in units of $kT$ is again a difference of Fermi functions. Since $1/(e^x+1)=\tfrac12[1-\tanh(x/2)]$,

$$
f(-X)-f(X)=\tanh\frac{X}{2}.
\tag{8}
$$

At the half-maximum points $\cosh^2(X/2)=2$, so $\tanh^2(X/2)=1-1/\cosh^2(X/2)=1/2$. The weight inside the full width is $1/\sqrt2=0.7071$, and about 29 per cent lies outside. The width in (7) is thus a measure of energy resolution and is too short as an integration range. If the integral in (6) is cut off at $\mu\pm XkT$, the neglected weight is $1-\tanh(X/2)=2/(e^X+1)$. Multiplied by $2e^2/h$ and by the largest transmission outside the range, it bounds the conductance that is lost. Inside the range, the energy grid must resolve both the kernel and the structure of $\mathcal T(E)$.

A single resonant level shows what the average does. Let

$$
\mathcal T(E)=\frac{(\Gamma/2)^2}{(E-E_0)^2+(\Gamma/2)^2},
$$

which reaches 1 at $E_0$ and has full width $\Gamma$ at half maximum. The peak value 1 holds for a level coupled equally to both reservoirs; for couplings $\Gamma_L$ and $\Gamma_R$ with $\Gamma=\Gamma_L+\Gamma_R$, the transmission and all conductances and currents below are multiplied by $4\Gamma_L\Gamma_R/\Gamma^2$. Substituting $E-E_0=(\Gamma/2)s$ gives its area,

$$
\int_{-\infty}^{\infty}\mathcal T(E)\,dE=\frac{\Gamma}{2}\int_{-\infty}^{\infty}\frac{ds}{1+s^2}=\frac{\pi\Gamma}{2}.
$$

If $\Gamma\ll kT$, the kernel hardly changes across the resonance and may be taken out of the integral at $E=E_0$. To leading order in $\Gamma/kT$,

$$
G(\mu)\approx\frac{2e^2}{h}\,\frac{\pi\Gamma}{2}\,K(\mu-E_0),\qquad
G(E_0)\approx\frac{2e^2}{h}\,\frac{\pi\Gamma}{8kT}.
\tag{9}
$$

In this regime the conductance peak has the shape of the kernel within several $kT$ of $E_0$, and its width is $3.53\,kT$ whatever the value of $\Gamma$. Far from the level the kernel decays exponentially while the Lorentzian tail decays only as $(\mu-E_0)^{-2}$, so the tail takes over and (9) underestimates $G$; for $\Gamma/kT=0.01$ it is too low by a factor of about 3 at $|\mu-E_0|=12\,kT$. For equal coupling, the intrinsic width of the level appears in the height instead. For unequal coupling the height measures $\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$ and does not fix $\Gamma$. The height falls as $1/T$ because the level serves a fixed energy interval while the thermal weight spreads over a growing one.

For numbers, take $\Gamma=0.020$ meV and a temperature of 1 K. These are round model parameters. Energies are given in millielectronvolts, because in Hartree units they would be inconveniently small numbers, and conductances in microsiemens. The thermal energy is $kT=0.08617$ meV, so $\Gamma/kT=0.232$, which is small but not negligible. The kernel has height $1/(4kT)=2.901$ per meV and full width $3.5255\times0.08617=0.3038$ meV. The narrow-resonance estimate of the peak is

$$
\frac{G(E_0)}{2e^2/h}\approx\frac{\pi\times0.020}{8\times0.08617}=0.0911 ,
$$

and the full integral (6) gives 0.0857. The estimate is 6.4 per cent above the full result. It must lie above it, because it replaces $K(\mu-E)$ by its largest value over the whole resonance, including the tails. With $2e^2/h=77.48$ microsiemens, the full result is a peak conductance of 6.64 microsiemens. The transmission at the chemical potential is 1 here, so reading it off would have overestimated the conductance by a factor of nearly twelve.

More than about 0.033 meV from the resonance, the error in this example has the opposite sign. Move $\mu$ from the resonance by half the kernel width, 0.1519 meV. The transmission there is

$$
\mathcal T(\mu)=\frac{0.010^2}{0.1519^2+0.010^2}=0.0043 ,
$$

whereas the thermal average is 0.0451, about 10.5 times as large. The estimate (9), which evaluates the kernel at the resonance, gives half of 0.0911, or 0.0456, close to the full result. The conductance at this $\mu$ is thus largely due to electrons at the resonance energy, which the thermal window still reaches.

The same two values show that the conductance peak is somewhat wider than the kernel. Relative to its peak, the conductance at this point is $0.0451/0.0857\approx0.527$, which is still above one half. The half-maximum point must lie further out, and the computed full width is 0.3172 meV, or $3.68\,kT$. The number 3.53 belongs to the kernel; the conductance peak acquires it in the limit $\Gamma/kT\to0$. The approach to this limit, and the return to the resonance itself at low temperature, can be followed at fixed $\Gamma=0.020$ meV:

| $T$ (K) | $3.53\,kT$ (meV) | peak $G/(2e^2/h)$ | peak width (meV) |
|---|---|---|---|
| 0.01 | 0.0030 | 0.978 | 0.0207 |
| 0.1 | 0.0304 | 0.542 | 0.0445 |
| 1 | 0.304 | 0.0857 | 0.317 |
| 4 | 1.215 | 0.0224 | 1.229 |

At 0.01 K the kernel is much narrower than the resonance, and the peak has nearly the height 1 and the width $\Gamma$ of the transmission curve. At 4 K its width exceeds that of the kernel by about 1 per cent. At 0.1 K the two widths are comparable. Their sum would be 0.0504 meV and the root of the sum of their squares 0.0364 meV; the computed width lies between these. Neither rule replaces the convolution here. A temperature or a level width should therefore be extracted from such a peak by fitting (6). If one of the two widths, $\Gamma$ or $3.53\,kT$, is much larger than the other, the peak width gives a good estimate of the larger one, but not of the smaller. At 0.01 K in the table, where $\Gamma$ is 6.6 times the kernel width, the peak is about 3.5 per cent wider than $\Gamma$. Comparing $\Gamma$ with $kT$ alone would mislead: for $\Gamma=10\,kT$ the peak is still 16 per cent wider than $\Gamma$.

How small the bias must be for the linear law to hold can be read from (3), again for a transmission that does not change with bias. The ratio $I/V$ is the mean of $G$ over a window of width $eV$, so what counts is how much $G$ varies across that window. Differentiating (5) gives

$$
\frac{dK}{d\varepsilon}=-\frac{1}{kT}\tanh\!\left(\frac{\varepsilon}{2kT}\right)K(\varepsilon),
\qquad\text{hence}\qquad
\left|\frac{dG}{d\mu}\right|\le\frac{G}{kT}.
$$

The second relation follows because the hyperbolic tangent never exceeds 1 in magnitude and $\mathcal T$ is not negative. The relative change of $G$ across the window is therefore small whenever $eV\ll kT$, however sharp the structure in the transmission. This condition is sufficient but not necessary: if $\mathcal T$ is flat over a wider range, the current stays linear up to larger bias.

For the narrow resonance the departure from linearity can be found explicitly. Let $\mu_L$ and $\mu_R$ lie symmetrically at $E_0\pm eV/2$. Insert (9) into (3), and use (8) with $X=eV/2kT$ for the area of the kernel in the window:

$$
I\approx\frac{1}{e}\,\frac{2e^2}{h}\,\frac{\pi\Gamma}{2}\tanh\frac{eV}{4kT}.
$$

Dividing by $GV$ with the peak conductance from (9) cancels $2e^2/h$ and $\pi\Gamma$, and leaves

$$
\frac{I}{GV}\approx\frac{4kT}{eV}\tanh\frac{eV}{4kT}=\frac{\tanh y}{y},\qquad y=\frac{eV}{4kT}.
$$

For small $y$, $\tanh y\approx y-y^3/3$, so the ratio is $1-y^2/3=1-(eV)^2/[48(kT)^2]$. The large denominator makes the linear law rather forgiving at the centre of the peak. For a transmission that does not change with bias, a term linear in $V$ in this ratio is proportional to the slope $dG/d\mu$ and to the shift of the centre of the window with bias, so it needs both; here both vanish. On the flank of the peak an unsymmetric division of the bias would produce one.

In the example at 1 K, a bias of 10 microvolts gives $eV/kT=0.116$. The linear law predicts $6.640\times10=66.40$ pA, and the current integral (1) gives 66.38 pA. At 100 microvolts, where $eV$ slightly exceeds $kT$, the current is 647 pA instead of 664 pA, a shortfall of 2.5 per cent of the linear value; the narrow-resonance formula predicts 2.7 per cent. At 400 microvolts, with $eV/kT=4.64$, the current is 1922 pA where the linear law would give 2656 pA, and the shortfall has grown to 28 per cent. The bias window now extends over most of the conductance peak, and the current is approaching a limit. For a window much wider than the peak, (3) integrates $G$ over all $\mu$; since the kernel has unit area, this gives $(1/e)(2e^2/h)\,\pi\Gamma/2=2434$ pA, and 1922 pA is 79 per cent of that limit.

Two of the assumptions deserve a check before (6) is applied. If the reservoirs have different temperatures, $f_L-f_R$ does not vanish at $V=0$, and a current can flow without bias; (2) then no longer describes the difference. If electrons exchange energy inside the conductor, or if interactions on the level go beyond an average potential, (1) itself needs to be replaced, and the width, height and position of a measured peak need not follow (9) even when the level is narrow. For a narrow spin-degenerate level with equal coupling to both reservoirs and a charging energy far above $kT$, sequential tunnelling gives a width of $3.57\,kT$, a height of only 0.69 of that in (9), and a maximum $0.35\,kT$ below the level, so a width near $3.53\,kT$ does not show that (9) applies. Within the assumptions, the numerical check compares (6) with the slope of the current integral for a resonance and for a step, with the bias divided in three different ways, and for a resonance that moves with the bias.

## Computed values

```
kernel half-maximum point x = 1.7627 (units of kT)
kernel full width at half maximum = 3.5255 kT
area inside that width (numerical) = 0.7071
conductance quantum 2e^2/h = 77.481 microsiemens
example: temperature = 1.0 K
example: Gamma = 0.020 meV
example: kT = 0.08617 meV
example: Gamma/kT = 0.232
kernel height 1/(4kT) = 2.901 per meV
kernel full width = 0.3038 meV
peak G/(2e^2/h), full integral = 0.0857
peak G/(2e^2/h), narrow estimate = 0.0911
narrow estimate / full integral = 1.064
peak G = 6.640 microsiemens
full width of conductance peak = 0.3172 meV
full width of conductance peak / kT = 3.681
displaced mu: mu - E0 = 0.1519 meV
displaced mu: G/(2e^2/h) = 0.0451
displaced mu: G/G_peak = 0.5266
displaced mu: T(mu) = 0.00432
displaced mu: thermal G / zero-temperature G = 10.46
temperature K | 3.53 kT meV | peak G/(2e^2/h) | peak width meV
0.01 | 0.00304 | 0.9777 | 0.02069
0.10 | 0.03038 | 0.5422 | 0.04452
1.00 | 0.30380 | 0.0857 | 0.31724
4.00 | 1.21521 | 0.0224 | 1.22859
on resonance, symmetric bias, 1 K:
V microvolt | eV/kT | I pA | I/(G V) | tanh(y)/y, y = eV/4kT
10 | 0.116 | 66.38 | 0.9997 | 0.9997
100 | 1.160 | 647.32 | 0.9749 | 0.9729
400 | 4.642 | 1922.25 | 0.7238 | 0.7076
```
